# Retained Dose of a Delta-Layer Implant below an Absorbing Surface

## A case that can be counted

Let an atom sit two lattice sites below a surface and hop one site up or down with equal probability. If it reaches site 0 it is gone. After four hops there are 16 equally likely paths. With no surface, the numbers of paths ending at sites 6, 4, 2, 0 and −2 would be 1, 4, 6, 4 and 1.

Some paths that end at site 2 have touched site 0 on the way and must be struck out. Take such a path and reflect the part before its first visit to 0. The result is a path that starts at site −2 and ends at the same place. Conversely, every path from −2 to site 2 crosses 0 and can be reflected back. So the paths to strike out are as many as the paths from −2 to 2, and there is one of those, four hops downward. No path from −2 reaches site 4 or 6 in four hops. The survivors number \(1+4+(6-1)=10\), and the retained fraction is \(10/16\).

The surface thus acts like a second source of opposite sign at the mirror position. The same subtraction solves the continuous problem.

## Model and theorem

Let \(x\) be the depth below the surface \(x=0\), and \(C(x,t)\) the dopant concentration. The assumptions are these.

1. The solid fills \(x>0\), and the dopant is laterally uniform.
2. The diffusivity \(D\) does not depend on position, time or concentration. There is no drift, trapping or source.
3. At \(t=0\) the dose \(Q\) (atoms per area) lies in a sheet of no width at depth \(d>0\).
4. The surface removes every atom that reaches it, so \(C(0,t)=0\) for \(t>0\).

Fick's law gives the flux toward larger \(x\) as \(-D\,C_x\), and conservation of atoms then gives
\[
C_t=D\,C_{xx}. \tag{1}
\]
In an anisotropic crystal \(D\) is the normal component \(D_{xx}\) of the diffusion tensor, because all lateral derivatives of \(C\) vanish. The algebra contains only lengths and times, so it reads the same in atomic units as in any others.

The initial condition means that \(\int_0^\infty C f\,dx\to Qf(d)\) as \(t\to0\) for every bounded continuous \(f\). Solutions are taken to be non-negative, bounded at any positive time, with a dose continuous in time, and to vanish with their slope at large \(x\).

**Theorem.** Under these assumptions the fraction of the dose still in the solid at time \(t\) is
\[
R(t)=\frac1Q\int_0^\infty C\,dx=\operatorname{erf}(u),\qquad u=\frac{d}{2\sqrt{Dt}}, \tag{2}
\]
where \(\operatorname{erf}(u)=\frac{2}{\sqrt\pi}\int_0^u e^{-z^2}dz\).

"Retained" means present in the solid. It says nothing about whether the dopant is electrically active.

## Lemmas and proof

**Lemma 1.** The function
\[
G(x,t)=\frac{1}{\sqrt{4\pi Dt}}\,e^{-x^2/(4Dt)}
\]
satisfies (1), and its integral over all \(x\) is 1.

*Proof.* Differentiating the prefactor \(t^{-1/2}\) and the exponent gives
\[
G_t=\left(-\frac1{2t}+\frac{x^2}{4Dt^2}\right)G .
\]
In space, \(G_x=-\frac{x}{2Dt}G\), and a second derivative gives
\[
G_{xx}=\left(-\frac1{2Dt}+\frac{x^2}{4D^2t^2}\right)G .
\]
Multiplication by \(D\) reproduces \(G_t\). With \(x=2\sqrt{Dt}\,z\) the integral becomes \(\pi^{-1/2}\int_{-\infty}^{\infty}e^{-z^2}dz=1\). ∎

**Lemma 2.** The function
\[
C(x,t)=Q\,[\,G(x-d,t)-G(x+d,t)\,] \tag{3}
\]
solves the problem of the theorem.

*Proof.* Equation (1) is linear and unchanged by a shift of \(x\), so (3) satisfies it. At \(x=0\) the two terms are equal because \(G\) is even, and \(C(0,t)=0\). For \(x>0\) we have \(|x-d|<x+d\), so \(C>0\). As \(t\to0\) the first term contracts to a spike of dose \(Q\) at \(d\). The second contracts to \(-d\), outside the solid, and contributes nothing for \(x>0\). ∎

The next lemma shows that no other solution could give a different retained dose. It also yields the correction for an imperfect surface later on.

**Lemma 3.** Let \(v(x,t)\) be bounded and satisfy \(v_t=Dv_{xx}\), with \(v(0,t)=0\) and \(v(x,0)=1\) for \(x>0\). Then every solution \(C\) of the problem has \(\int_0^\infty C(x,t)\,dx=Q\,v(d,t)\), provided that \(\int_0^\infty(1-v)\,dx\to0\) as \(t\to0\).

*Proof.* Fix \(t\) and consider \(I(s)=\int_0^\infty C(x,s)\,v(x,t-s)\,dx\) for \(0<s<t\). The time derivative of \(v(x,t-s)\) with respect to \(s\) carries a minus sign, so
\[
\frac{dI}{ds}=D\int_0^\infty (C_{xx}v-Cv_{xx})\,dx
=D\,[\,C_xv-Cv_x\,]_0^\infty=0 .
\]
The upper limit vanishes by decay, the lower because \(C\) and \(v\) are both zero there. Hence \(I\) is constant. As \(s\to0\) it tends to \(Q\,v(d,t)\) by the initial condition. As \(s\to t\), \(v\) tends to 1 except in a shrinking layer at the surface; since \(C\) is bounded, that layer contributes nothing in the limit, and \(I\) tends to the remaining dose. ∎

*Proof of the theorem.* Integrate (3), with \(y=x-d\) in the first term and \(y=x+d\) in the second:
\[
R=\int_{-d}^{\infty}G(y,t)\,dy-\int_{d}^{\infty}G(y,t)\,dy
=\int_{-d}^{d}G(y,t)\,dy .
\]
Since \(G\) is even, this is twice the integral from 0 to \(d\). With \(y=2\sqrt{Dt}\,z\),
\[
R=2\cdot\frac{2\sqrt{Dt}}{\sqrt{4\pi Dt}}\int_0^{u}e^{-z^2}dz
=\frac{2}{\sqrt\pi}\int_0^ue^{-z^2}dz=\operatorname{erf}(u).
\]

For uniqueness, put \(v(x,t)=E(x,t)=\operatorname{erf}\!\big(x/(2\sqrt{Dt})\big)\). The same substitution shows \(E=\int_{-x}^{x}G\,dy\), so \(E_x=2G(x,t)\) and
\[
E_t=\int_{-x}^{x}DG_{yy}\,dy=D[G_y(x,t)-G_y(-x,t)]=2DG_x(x,t)=DE_{xx}.
\]
Also \(E(0,t)=0\), \(E\to1\) as \(t\to0\) for \(x>0\), and \(\int_0^\infty(1-E)\,dx\) is proportional to \(\sqrt{Dt}\), which vanishes with \(t\). Lemma 3 applies and gives \(R=E(d,t)=\operatorname{erf}(u)\) for every admissible solution. ∎

## The dose that leaves

The outflow through the surface is \(J=D\,C_x(0,t)\), positive because the concentration rises inward. From \(G_x=-xG/(2Dt)\), the source contributes \(+\frac{d}{2Dt}G(d,t)\) to \(C_x/Q\). The image has slope \(-\frac{d}{2Dt}G(d,t)\) and enters with a minus sign, so it contributes the same amount. Therefore
\[
J(t)=\frac{Qd}{t}\,G(d,t)=\frac{Qd}{2\sqrt{\pi D}\,t^{3/2}}\,e^{-d^2/(4Dt)} . \tag{4}
\]
To integrate over time, set \(z=d/(2\sqrt{Ds})\), for which \(dz=-\frac{d}{4\sqrt D}s^{-3/2}ds\):
\[
\frac1Q\int_0^tJ(s)\,ds=\frac{2}{\sqrt\pi}\int_u^\infty e^{-z^2}dz
=\operatorname{erfc}(u)=1-\operatorname{erf}(u).
\]
Retained and lost dose add up to \(Q\).

Setting the derivative of \(\ln J\) to zero gives \(-\frac{3}{2t}+\frac{d^2}{4Dt^2}=0\), so the outflow peaks at \(t=d^2/(6D)\). Every atom leaves eventually, since \(\operatorname{erf}(u)\to0\), yet the mean exit time is infinite: at late times \(tJ\) falls only as \(t^{-1/2}\), whose integral diverges. Some atoms wander deep before returning.

**Early times, \(u\gg1\).** Integration by parts gives
\[
\int_u^\infty e^{-z^2}dz=\frac{e^{-u^2}}{2u}-\int_u^\infty\frac{e^{-z^2}}{2z^2}dz .
\]
The last integral is positive. It is less than \(\frac{1}{2u^2}\int_u^\infty e^{-z^2}dz\), hence less than \(e^{-u^2}/(4u^3)\). So
\[
\frac{e^{-u^2}}{u\sqrt\pi}\left(1-\frac1{2u^2}\right)<\operatorname{erfc}(u)<\frac{e^{-u^2}}{u\sqrt\pi}.
\]
The loss is exponentially small until the diffusion length becomes comparable with \(d\).

**Late times, \(u\ll1\).** From \(1-z^2\le e^{-z^2}\le1\), integration from 0 to \(u\) gives
\[
\frac{d}{\sqrt{\pi Dt}}\left(1-\frac{d^2}{12Dt}\right)\le R\le\frac{d}{\sqrt{\pi Dt}} .
\]
The retained fraction then falls as the inverse square root of time, and doubling the depth doubles it.

**Sensitivity.** Since \(dR/du=\frac{2}{\sqrt\pi}e^{-u^2}\) and \(du/d\ln D=-u/2\),
\[
\frac{dR}{d\ln D}=-\frac{u}{\sqrt\pi}\,e^{-u^2}. \tag{5}
\]

## Three extensions

**Changing temperature.** If \(D\) depends on time alone, define \(\tau=\int_0^tD(s)\,ds\). Then \(C_t=D\,C_\tau\), and (1) becomes \(C_\tau=C_{xx}\). The theorem holds with \(Dt\) replaced by \(\tau\).

**A layer of finite width.** The problem is linear, so \(R\) is the average of \(E(x,t)\) over the initial profile. As \(E\) is concave in \(x\) for \(x>0\), spreading a layer at fixed mean depth cannot raise the retained dose.

**An imperfect surface.** Let atoms leave at the rate \(k_sC(0,t)\) per area. The boundary condition is \(C_x=hC\) with \(h=k_s/D\). Lemma 3 still holds if \(v_x=hv\) at \(x=0\), since there \(C_xv-Cv_x=hCv-hCv=0\). The function needed is
\[
v(x,t)=\int_0^\infty he^{-hs}E(x+s,t)\,ds .
\]
It is a superposition of shifted solutions and equals 1 at \(t=0\). Integration by parts in \(s\) gives \(v_x=-hE(x,t)+hv\), which at \(x=0\) is \(hv\), as required. An imperfect surface therefore acts like added depth, distributed exponentially with mean \(1/h=D/k_s\). At \(x=d\), another integration by parts gives
\[
R=\operatorname{erf}(u)+\int_0^\infty \frac{e^{-hs}}{\sqrt{\pi Dt}}\,e^{-(d+s)^2/(4Dt)}ds .
\]
With \(z=(d+s)/(2\sqrt{Dt})+h\sqrt{Dt}\), the total exponent is \(-z^2+hd+h^2Dt\), and
\[
R=\operatorname{erf}(u)+e^{hd+h^2Dt}\operatorname{erfc}\!\big(u+h\sqrt{Dt}\big). \tag{6}
\]
Since \(E\) is increasing and concave in \(x\) with \(E(0,t)=0\), we have \(E(d,t)\le E(d+s,t)\le(1+s/d)E(d,t)\), and averaging over \(s\) gives \(\operatorname{erf}(u)\le R\le(1+D/(k_sd))\operatorname{erf}(u)\). For the retained fraction, perfect absorption is therefore the limit in which \(D/k_s\) is small against \(d\). The small loss at early times is more sensitive. For \(u\gg1\) the last term of (6) is about \(u/(u+h\sqrt{Dt})\) times \(\operatorname{erfc}(u)\), so \(D/k_s\) must also be small against \(2Dt/d\).

## Example: hydrogen donors in tin dioxide

Hydrogen can act as a shallow donor in SnO2. Take a sheet 100 nm deep with dose \(10^{12}\ \mathrm{cm^{-2}}\), annealed for 60 s at 500 K. The diffusivity is \(D=D_0e^{-E_a/(k_BT)}\) with \(D_0=10^{-3}\ \mathrm{cm^2/s}\) and \(E_a=0.90\) eV. These are round model values chosen for illustration, not measured data for hydrogen in SnO2. They give \(D=8.480\times10^{-13}\ \mathrm{cm^2/s}\), so that
\[
\sqrt{Dt}=\sqrt{8.480\times10^{-13}\times60}\ \mathrm{cm}=71.33\ \mathrm{nm},
\qquad u=\frac{100}{2\times71.33}=0.7010,
\]
\[
R=\operatorname{erf}(0.7010)=0.6785 .
\]
About 68% of the dose, \(6.785\times10^{11}\ \mathrm{cm^{-2}}\), remains.

A finite-volume integration of (1) from a spike, which makes no use of the image, also gives 0.6785. A lattice walk like the opening one, with 1628 hops of 2.50 nm, gives 0.6783. Its hop number follows from equating the variance of the walk, hops times squared hop length, to \(2Dt\).

At 10 s the loss is 0.0152, against 0.0172 from the leading early law. Half the dose is gone at 129.6 s, and at 300 s 0.3425 remains. At 3600 s the retained fraction is 0.1018 and the late law gives 0.1021. The outflow peaks at \(d^2/(6D)\), about 20 s.

## What the ideal model leaves out

Each effect below is added alone, with the other settings held fixed; the changes need not add. By (5), a small relative change of \(D\) changes \(R\) by about −0.24 times that amount.

**Implant and furnace.** A Gaussian straggle of 35 nm, cut off at the surface and renormalized, lowers \(R\) to 0.653. Ramps at 10 K/s from and back to 300 K add the equivalent of 4.38 s at 500 K and give 0.661.

**Surface.** If \(D/k_s=10\) nm, (6) gives 0.722. A surface that repels electrons has the opposite effect. For a uniform density \(N\) of ionized donors and band bending \(V\), Poisson's equation in the abrupt depletion approximation, with no electrons at all near the surface, gives the potential \(-V(1-x/W)^2\) within the depletion width \(W=\sqrt{2\varepsilon V/(eN)}\), where \(\varepsilon\) is the permittivity. This pulls positive hydrogen outward. With \(N=10^{18}\ \mathrm{cm^{-3}}\), \(V=0.3\) V and relative permittivity 10, \(W=18.2\) nm and \(R\) falls to 0.618. The abrupt edge is crude here, because the Debye length, 4.9 nm, is not small against \(W\). Keeping Boltzmann electrons in Poisson's equation extends the field deeper and lowers \(R\) to about 0.594.

**The dopant's own field.** In a neutral region the electron density is \(n=C+N\). For non-degenerate electrons in equilibrium the potential is \((k_BT/e)\ln n\) plus a constant. The hydrogen flux is then
\[
-D\left(C_x+C\,\frac{n_x}{n}\right)=-D\left(1+\frac{C}{C+N}\right)C_x .
\]
The broadened implant peaks at \(1.14\times10^{17}\ \mathrm{cm^{-3}}\), well below \(N\), and the retained fraction changes by −0.004 relative to the same broad implant without this field. The electron density is at most 0.13 of the band's effective density of states for a mass of 0.3 electron masses, so the non-degenerate form is reasonable. For \(C\gg N\) the non-degenerate factor tends to 2, but with these values the effective density of states is only about \(9N\), so the electrons become degenerate first. With Fermi–Dirac statistics the factor passes 2 and is about 2.3 at \(C=10^{19}\ \mathrm{cm^{-3}}\).

**Traps.** Around a trap of capture radius \(r\), the steady profile \(C_\infty(1-r/\rho)\), with \(\rho\) the distance from the trap and \(C_\infty\) the concentration far away, delivers \(4\pi DrC_\infty\) atoms per second. A trap density \(N_t\) thus captures each free atom at the rate \(k=4\pi DrN_t\). An atom that would have left at time \(s\) still does so with probability \(e^{-ks}\), and the total retained fraction becomes \(1-\frac1Q\int_0^tJ(s)e^{-ks}ds\). For \(r=0.3\) nm, trap densities of \(10^{16}\) and \(10^{17}\ \mathrm{cm^{-3}}\) give 0.709 and 0.869. This takes traps that never release an atom and never fill. The second assumption is strained at both densities, and more so at the lower one. The number of atoms captured per trap is \(4\pi Dr\int_0^t C\,ds\), where \(C\) is the concentration of free atoms; fewer traps leave more free atoms for each. At the depth of the initial sheet this gives about 1.4 and 0.9 atoms per trap for the lower and higher density. If each trap can hold only one atom, filling reduces the capture, and both retained fractions are upper estimates; with one atom per trap they fall to about 0.70 and 0.85.

**Film and crystal direction.** In a film of thickness \(L\) with a reflecting back face, the modes are \(\sin\kappa_nx\) with \(\kappa_n=(n+\tfrac12)\pi/L\), \(n=0,1,\dots\). Expanding the initial spike in them and integrating each mode, which gives \(1/\kappa_n\), yields
\[
R=\sum_{n}\frac{2}{L\kappa_n}\sin(\kappa_nd)\,e^{-\kappa_n^2Dt}.
\]
For \(L=300\) nm the change at 60 s is below \(10^{-6}\). At 3600 s, however, only \(1.5\times10^{-4}\) remains instead of 0.10, because the film has no depth in which atoms can stay away from the surface. The inverse-square-root law therefore needs \(\sqrt{Dt}\) well above \(d\) and well below \(L\). With \(d=100\) nm and \(L=300\) nm there is no time at which both conditions hold well. A 10° tilt of the normal from the crystal's \(c\) axis changes \(D\) to \(D_c\cos^2\theta+D_a\sin^2\theta\), where \(D_c\) and \(D_a\) are the values along and across that axis; with a chosen ratio \(D_a/D_c=0.1\), \(R\) becomes 0.685.

**The barrier.** Averaging the quantum transmission of a parabolic barrier over thermal energies, with a barrier mode of 0.1 eV, multiplies the classical \(D\) by 1.27 and lowers \(R\) to 0.622. This is no further correction if the diffusivity was measured at the anneal temperature, since it then already includes tunnelling. The factor depends on temperature, so a constant \(D_0\) alone cannot absorb it over a range of temperatures. It also counts tunnelling only. The quantized vibrations of hydrogen in the well and at the saddle change the rate as well; a well mode of 0.2 eV that is lost at the saddle would by itself give a further factor of about 2.2. Changing the activation energy matters far more than the tunnelling factor: 0.80 eV gives 0.244 and 1.00 eV gives 0.998.

**Beside a real anneal.** An implant has a finite width, and for a light ion the straggle can be a sizeable part of the depth. The dose chosen here is also small: even at its peak the broadened implant adds only about a tenth to the background donor density assumed above. Implantation also creates defects that can bind hydrogen, and hydrogen leaving an oxide may first have to react at the surface, for instance to form a molecule, which can slow its removal. Traps and slow removal break assumptions 2 and 4, and in the cases above they raise the retained fraction from 0.68 to as much as 0.87. An uncertainty of 0.1 eV in the activation energy alone spans most of the range from 0 to 1. The four digits of 0.6785 belong to the model; a forecast for a given sample needs a diffusivity measured in comparable material at the anneal temperature, and also the implant profile, the trapping and the rate of removal at the surface. The complete numerical output follows.

## Values computed for the example and the checks

```
Depth: 100 nm; hold: 60 s at 500 K
D prefactor: 1.0e-03 cm2/s; barrier: 0.90 eV
Diffusivity: 8.480e-13 cm2/s
sqrt(Dt): 71.33 nm; u = d/(2 sqrt(Dt)): 0.7010 (no unit)
Retained fraction, erf law: 0.6785; lost: 0.3215
Retained fraction, finite volumes: 0.6785
Lost fraction, integrated flux: 0.3215
Random walk: 1628 steps, hop 2.50 nm, kept 0.6783
Implant dose: 1.0e+12 cm^-2; kept: 6.785e+11 cm^-2
Kept at 10 s: erf 0.9848, numeric 0.9848
Kept at 300 s: erf 0.3425, numeric 0.3425
Half-loss time: 129.6 s; numeric kept: 0.5000
Loss at 10 s: 0.0152; early law: 0.0172
Kept at 3600 s: 0.1018; late law: 0.1021
Neglected effects, one at a time (retained fractions):
Straggle 35 nm: 0.6526; change -0.0259
Surface length D/k_s 10 nm: 0.7222; change +0.0437
Surface removal velocity k_s: 8.48 nm/s
Ramps from 300 K at 10 K/s: 0.6614; change -0.0171
Ramps equal extra hold time: 4.38 s
Background donors: 1.0e+18 cm^-3
Band bending: 0.3 V; relative permittivity: 10
Depletion width: 18.2 nm; kept: 0.6177; change -0.0607
Peak implanted density: 1.14e+17 cm^-3
Own field, broad start: 0.6483; change from broad start -0.0043
Electron mass: 0.3 m_e; band density: 8.87e+18 cm^-3
(Background + peak)/band density: 0.126
Trap capture radius: 0.3 nm
Traps 1e16 cm^-3: rate 0.0032 /s, kept 0.7088
Traps 1e17 cm^-3: rate 0.0320 /s, kept 0.8694
Film 300 nm: kept 0.6785; change -7.2e-07
Same film at 3600 s: kept 1.48e-04
Miscut 10 deg, D ratio 0.1: 0.6851; change +0.0067
Tunnelling, barrier mode 0.1 eV: D factor 1.266, kept 0.6218
Barrier 0.8 eV: kept 0.2439
Barrier 1.0 eV: kept 0.9984
```
